# Lone-Pair Delocalization and the Bending Energy of Trisilylamine: verification in Python

```python
# Result under test: in planar N(SiH3)3 the N lone pair n is stabilized by
# three equal interactions with silyl pi-type sigma* orbitals a_i,
#     E2 = 3 * 2 t^2 / gap,   t = <n|F|a_i>,   gap = <a_i|F|a_i> - <n|F|n>,
# and this energy is compared with the cost W of bending the NSi3 skeleton.
# F: Fock operator; theta: Si-N-Si angle; tau: tilt of N-Si out of the plane.
# Orbitals are orthonormal intrinsic atomic orbitals (IAOs).
# Energies are in Ry, lengths in bohr. Level: RHF/6-31G*, spherical d.
import numpy as np
from scipy import constants
from pyscf import gto, scf
from pyscf.lo.iao import iao, reference_mol
from pyscf.lo.orth import vec_lowdin

RY_PER_HARTREE = 2.0
KJMOL_PER_RY = (constants.Rydberg * constants.h * constants.c
                * constants.N_A / 1000.0)
R_NSI = 3.28
R_SIH = 2.80


def tilt_angle(theta_deg):
    sin2 = (1.0 + 2.0 * np.cos(np.radians(theta_deg))) / 3.0
    if abs(sin2) < 1e-12:
        sin2 = 0.0
    return np.arcsin(np.sqrt(sin2))


def silyl_frames(tau):
    """Bond direction u, pi direction v and tangent w of each silyl group."""
    frames = []
    for phi in 2.0 * np.pi * np.arange(3) / 3.0:
        radial = np.array([np.cos(phi), np.sin(phi), 0.0])
        axis = np.array([0.0, 0.0, 1.0])
        u = np.cos(tau) * radial - np.sin(tau) * axis
        v = np.sin(tau) * radial + np.cos(tau) * axis
        w = np.array([-np.sin(phi), np.cos(phi), 0.0])
        frames.append((u, v, w))
    return frames


def build_molecule(tau):
    atoms = [("N", (0.0, 0.0, 0.0))]
    for u, v, w in silyl_frames(tau):
        silicon = R_NSI * u
        atoms.append(("Si", tuple(silicon)))
        for chi in 2.0 * np.pi * np.arange(3) / 3.0:
            side = np.cos(chi) * w + np.sin(chi) * v
            hydrogen = silicon + R_SIH * (u / 3.0 + np.sqrt(8.0) / 3.0 * side)
            atoms.append(("H", tuple(hydrogen)))
    return gto.M(atom=atoms, basis="6-31g*", unit="Bohr", verbose=0)


def analyse(theta_deg):
    tau = tilt_angle(theta_deg)
    mol = build_molecule(tau)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-10
    mf.conv_tol_grad = 1e-6
    energy = RY_PER_HARTREE * mf.kernel()
    assert mf.converged
    nocc = mol.nelectron // 2
    overlap = mf.get_ovlp()
    coeff = vec_lowdin(iao(mol, mf.mo_coeff[:, :nocc]), overlap)
    fock = RY_PER_HARTREE * coeff.T @ mf.get_fock() @ coeff
    density = coeff.T @ overlap @ mf.make_rdm1() @ overlap @ coeff
    labels = reference_mol(mol).ao_labels(fmt=None)
    index = {(lab[0], lab[2], lab[3]): k for k, lab in enumerate(labels)}
    unit = np.eye(len(labels))

    # Lone pair: complement of three orthogonal hybrids along the bonds.
    s_fraction = 2.0 * np.tan(tau) ** 2
    s_orb = unit[index[(0, "2s", "")]]
    pz_orb = unit[index[(0, "2p", "z")]]
    z_matrix = coeff.T @ mol.intor("int1e_r")[2] @ coeff
    phase = np.sign(s_orb @ z_matrix @ pz_orb)
    lone = (phase * np.sqrt(s_fraction) * s_orb
            + np.sqrt(1.0 - s_fraction) * pz_orb)

    acceptors, odd_space, weights = [], [pz_orb], []
    for i, (u, v, w) in enumerate(silyl_frames(tau)):
        si = 1 + 4 * i
        p_core = sum(v[k] * unit[index[(si, "2p", "xyz"[k])]]
                     for k in range(3))
        p_val = sum(v[k] * unit[index[(si, "3p", "xyz"[k])]]
                    for k in range(3))
        h_pair = (unit[index[(si + 2, "1s", "")]]
                  - unit[index[(si + 3, "1s", "")]]) / np.sqrt(2.0)
        local = np.array([p_core, p_val, h_pair]).T
        vectors = np.linalg.eigh(local.T @ fock @ local)[1]
        acceptor = local @ vectors[:, -1]
        if lone @ fock @ acceptor > 0.0:
            acceptor = -acceptor
        acceptors.append(acceptor)
        weights.append(vectors[:, -1] ** 2)
        odd_space += [p_core, p_val, h_pair]
    active = np.array([lone] + acceptors).T
    small = active.T @ fock @ active
    couplings = small[0, 1:]
    gaps = np.diag(small)[1:] - small[0, 0]
    return dict(tau=tau, mf=mf, energy=energy, nocc=nocc, coeff=coeff,
                fock=fock, density=density, active=active, small=small,
                t=couplings, gap=gaps, weights=np.array(weights),
                odd=np.array(odd_space).T, s_fraction=s_fraction,
                e2=np.sum(2.0 * couplings ** 2 / gaps))


angles = [120.0, 115.0, 110.0]
results = {theta: analyse(theta) for theta in angles}
flat = results[120.0]

# The IAO space must reproduce every occupied canonical orbital energy.
occupied = np.linalg.eigvalsh(flat["fock"])[:flat["nocc"]]
canonical = RY_PER_HARTREE * flat["mf"].mo_energy[:flat["nocc"]]
assert np.allclose(occupied, canonical, atol=1e-5)

# Reflection symmetry: odd orbitals decouple; 7 of 10 are occupied.
odd = flat["odd"]
leak = flat["fock"] @ odd - odd @ (odd.T @ flat["fock"] @ odd)
odd_electrons = np.trace(odd.T @ flat["density"] @ odd)
assert np.max(np.abs(leak)) < 1e-4
assert abs(odd_electrons - 14.0) < 1e-4
n_acceptors = odd.shape[1] - int(round(odd_electrons / 2.0))
assert n_acceptors == 3

# The three interactions are equal in the computed Fock matrix.
assert np.ptp(flat["t"]) < 1e-4 and np.ptp(flat["gap"]) < 1e-4
t = np.mean(flat["t"])
gap = np.mean(flat["gap"])
assert gap > 0.0
e2 = 6.0 * t ** 2 / gap
assert abs(e2 - flat["e2"]) < 1e-5

# Four-orbital diagonalization against the closed form.
s = np.mean([flat["small"][1, 2], flat["small"][1, 3], flat["small"][2, 3]])
four_level = 2.0 * (flat["small"][0, 0]
                    - np.linalg.eigvalsh(flat["small"])[0])
shifted_gap = gap + 2.0 * s
closed_form = np.sqrt(shifted_gap ** 2 + 12.0 * t ** 2) - shifted_gap
assert abs(four_level - closed_form) < 1e-4

# Leading error of second order, from diagonalization at weak coupling.
weak_t = 0.1 * t
weak = np.diag([0.0, gap, gap, gap])
weak[0, 1:] = weak[1:, 0] = weak_t
weak_error = 6.0 * weak_t ** 2 / gap + 2.0 * np.linalg.eigvalsh(weak)[0]
assert abs(weak_error / (18.0 * weak_t ** 4 / gap ** 3) - 1.0) < 0.02

# Charge lost by the lone pair: actual population against second order.
lone = flat["active"][:, 0]
charge_actual = 2.0 - lone @ flat["density"] @ lone
charge_estimate = 6.0 * t ** 2 / gap ** 2
assert 0.5 < charge_actual / charge_estimate < 2.0

# Remove the three couplings and evaluate the full RHF energy functional.
# Only the size is tested: E2 omits changes in electron repulsion.
deleted_fock = flat["fock"].copy()
for i in range(3):
    acceptor = flat["active"][:, i + 1]
    deleted_fock -= flat["t"][i] * (np.outer(lone, acceptor)
                                    + np.outer(acceptor, lone))
orbitals = np.linalg.eigh(deleted_fock)[1][:, :flat["nocc"]]
orbitals = flat["coeff"] @ orbitals
deleted_energy = RY_PER_HARTREE * flat["mf"].energy_tot(
    dm=2.0 * orbitals @ orbitals.T)
deletion = deleted_energy - flat["energy"]
assert deletion > 0.0
assert 1.0 / 3.0 < deletion / e2 < 3.0

# Bond hybrids and lone pair must be orthonormal at the bent geometries.
for theta in angles[1:]:
    tau = results[theta]["tau"]
    cosine = np.cos(np.radians(theta))
    p_part = np.sqrt(1.0 / (1.0 - cosine))
    s_part = np.sqrt(-cosine / (1.0 - cosine))
    hybrids = [np.r_[s_part, p_part * u] for u, v, w in silyl_frames(tau)]
    c2 = results[theta]["s_fraction"]
    hybrids.append(np.array([np.sqrt(c2), 0.0, 0.0, np.sqrt(1.0 - c2)]))
    hybrids = np.array(hybrids)
    assert np.allclose(hybrids @ hybrids.T, np.eye(4), atol=1e-12)

# Bending weakens the interaction and raises the total energy.
# The local pi model neglects the field of the other two silyl groups,
# hence the wide tolerance on its coupling ratio.
for theta in angles[1:]:
    bent = results[theta]
    assert np.ptp(bent["t"]) < 1e-4
    bent["ratio"] = np.mean(bent["t"] ** 2) / t ** 2
    bent["model"] = -2.0 * np.cos(np.radians(theta))
    assert abs(bent["ratio"] - bent["model"]) < 0.25
    bent["W"] = bent["energy"] - flat["energy"]
    bent["loss"] = e2 - bent["e2"]
    assert bent["W"] > 0.0 and bent["loss"] > 0.0
assert results[110.0]["W"] > results[115.0]["W"]
assert results[110.0]["loss"] > results[115.0]["loss"]

print("N(SiH3)3, RHF/6-31G*, rigid geometry")
print(f"N-Si length: {R_NSI:.2f} bohr; Si-H length: {R_SIH:.2f} bohr")
print(f"planar total energy: {flat['energy']:.5f} Ry")
print(f"odd orbitals: {odd.shape[1]}; electrons in them: {odd_electrons:.4f}")
print(f"number of valence acceptors: {n_acceptors}")
print(f"lone-pair energy: {flat['small'][0, 0]:.4f} Ry")
print(f"acceptor energy: {flat['small'][1, 1]:.4f} Ry")
print(f"gap: {gap:.4f} Ry")
print(f"coupling t: {t:.4f} Ry")
print(f"acceptor-acceptor coupling s: {s:.4f} Ry")
print(f"acceptor weight on Si 3p: {flat['weights'][0, 1]:.3f}")
print(f"acceptor weight on H pair: {flat['weights'][0, 2]:.3f}")
print(f"one interaction 2t^2/gap: {e2 / 3.0:.4f} Ry")
print(f"three interactions E2: {e2:.4f} Ry = {e2 * KJMOL_PER_RY:.1f} kJ/mol")
print(f"four-orbital stabilization: {four_level:.4f} Ry")
print(f"energy rise on deleting couplings: {deletion:.4f} Ry")
print(f"deletion rise / E2: {deletion / e2:.3f}")
print(f"charge lost, second order: {charge_estimate:.4f} electrons")
print(f"charge lost, actual: {charge_actual:.4f} electrons")
for theta in angles[1:]:
    bent = results[theta]
    print(f"Si-N-Si angle: {theta:.0f} degrees")
    print(f"  bond tilt: {np.degrees(bent['tau']):.2f} degrees")
    print(f"  lone-pair s fraction: {bent['s_fraction']:.4f}")
    print(f"  coupling t: {np.mean(bent['t']):.4f} Ry")
    print(f"  gap: {np.mean(bent['gap']):.4f} Ry")
    print(f"  t^2 ratio, computed: {bent['ratio']:.3f}")
    print(f"  t^2 ratio, -2 cos(theta): {bent['model']:.3f}")
    print(f"  E2: {bent['e2']:.4f} Ry")
    print(f"  loss of E2: {bent['loss']:.4f} Ry"
          f" = {bent['loss'] * KJMOL_PER_RY:.1f} kJ/mol")
    print(f"  bending energy W: {bent['W']:.5f} Ry"
          f" = {bent['W'] * KJMOL_PER_RY:.1f} kJ/mol")
    print(f"  planar E2 / W: {e2 / bent['W']:.2f}")
    print(f"  loss of E2 / W: {bent['loss'] / bent['W']:.2f}")
print("success")
```

It prints:

```
N(SiH3)3, RHF/6-31G*, rigid geometry
N-Si length: 3.28 bohr; Si-H length: 2.80 bohr
planar total energy: -1852.97014 Ry
odd orbitals: 10; electrons in them: 14.0000
number of valence acceptors: 3
lone-pair energy: -0.7037 Ry
acceptor energy: 0.7437 Ry
gap: 1.4475 Ry
coupling t: -0.3052 Ry
acceptor-acceptor coupling s: -0.0287 Ry
acceptor weight on Si 3p: 0.613
acceptor weight on H pair: 0.387
one interaction 2t^2/gap: 0.1287 Ry
three interactions E2: 0.3862 Ry = 507.0 kJ/mol
four-orbital stabilization: 0.3565 Ry
energy rise on deleting couplings: 0.2732 Ry
deletion rise / E2: 0.707
charge lost, second order: 0.2668 electrons
charge lost, actual: 0.2064 electrons
Si-N-Si angle: 115 degrees
  bond tilt: 13.13 degrees
  lone-pair s fraction: 0.1088
  coupling t: -0.2889 Ry
  gap: 1.5313 Ry
  t^2 ratio, computed: 0.896
  t^2 ratio, -2 cos(theta): 0.845
  E2: 0.3270 Ry
  loss of E2: 0.0592 Ry = 77.7 kJ/mol
  bending energy W: 0.01596 Ry = 20.9 kJ/mol
  planar E2 / W: 24.20
  loss of E2 / W: 3.71
Si-N-Si angle: 110 degrees
  bond tilt: 18.94 degrees
  lone-pair s fraction: 0.2354
  coupling t: -0.2709 Ry
  gap: 1.6270 Ry
  t^2 ratio, computed: 0.788
  t^2 ratio, -2 cos(theta): 0.684
  E2: 0.2707 Ry
  loss of E2: 0.1155 Ry = 151.6 kJ/mol
  bending energy W: 0.03798 Ry = 49.9 kJ/mol
  planar E2 / W: 10.17
  loss of E2 / W: 3.04
success
```
